\section*{Why three equatorial amides give erbium, not dysprosium, an axial easy axis}

\section{The ion and its ligands}

Q: I have two volatile tris(amide) precursors of the same shape, one of erbium(III) and one of dysprosium(III). Both ions have $J=15/2$ and nearly the same size. Why should their magnetic anisotropies differ?

A: Their $4f$ clouds have different shapes, and the ligands act on the shape. Take a model in which each amide is a point charge $-Ze$ at distance $R$ from the metal. The three charges lie $120^\circ$ apart in the $xy$ plane, and $z$ is the threefold axis. An electron at $\mathbf r$, with $r<R$, is repelled by ligand $i$, in direction $\mathbf n_i$, with energy
\begin{equation}
\frac{Ze^2}{4\pi\varepsilon_0|\mathbf r-R\mathbf n_i|}
=\frac{Ze^2}{4\pi\varepsilon_0}\sum_k\frac{r^k}{R^{k+1}}P_k(\cos\omega_i),
\end{equation}
where $\omega_i$ is the angle between $\mathbf r$ and $\mathbf n_i$. A product of two $f$ functions has even parity and contains angular momenta up to 6, so $k=0,2,4,6$ survive. The $k=0$ term shifts all states equally. I first keep $k=2$, which can be written
\begin{equation}
r^2P_2(\cos\omega_i)=\tfrac12\left[3(\mathbf r\cdot\mathbf n_i)^2-r^2\right].
\end{equation}

Q: How do you get from electron positions to the total angular momentum?

A: By the Wigner--Eckart theorem. Within one $J$ multiplet, all second-rank tensors are proportional, so for any unit vector $\mathbf n$
\begin{equation}
\sum_{\rm electrons}\left[3(\mathbf r\cdot\mathbf n)^2-r^2\right]
=\alpha\langle r^2\rangle\left[3(\mathbf J\cdot\mathbf n)^2-J(J+1)\right].
\label{eq:WE}
\end{equation}
Here $\mathbf J$ is in units of $\hbar$, and $\alpha$ is the second-order Stevens factor. It says how the charge cloud is shaped relative to the angular momentum.

\section{The two Stevens factors}

Q: Can you find $\alpha$ without looking it up?

A: Yes, by computing both sides for one convenient state. Start with the shape of a single $f$ orbital. By the same theorem with $l=3$, $\langle P_2\rangle_m=c\,(3m^2-12)$. For $m=3$ the density varies as $\sin^6\theta=(1-x^2)^3$, with $x=\cos\theta$. Let $I_0=\int_{-1}^1(1-x^2)^3dx$ and $I_2=\int_{-1}^1x^2(1-x^2)^3dx$. Integration by parts gives
\begin{equation}
I_2=\frac18\int_{-1}^{1}(1-x^2)^4dx=\frac18(I_0-I_2),
\qquad \frac{I_2}{I_0}=\frac19 .
\end{equation}
Thus $\langle P_2\rangle_3=\frac12(3/9-1)=-1/3$. Since $3m^2-12=15$ at $m=3$, $c=-1/45$ and
\begin{equation}
\langle P_2\rangle_m=\frac{4-m^2}{15}.
\end{equation}
For $|m|=3,2,1,0$ this is $-1/3$, $0$, $1/5$, $4/15$: from a flat orbital to an elongated one.

Both shells are more than half full, so Hund's rules give $J=L+S$. The state $M=J$ then has $M_L=L$ and $M_S=S$, and is a single determinant. Seven electrons of one spin fill all seven orbitals. Their shapes sum to zero, because $\sum_m(4-m^2)=28-28=0$. The minority-spin electrons occupy the highest $m$:
\begin{align}
\text{Dy},\ 4f^9:&\quad m=3,2, &
\sum\langle P_2\rangle&=-\tfrac13+0=-\tfrac13,\\
\text{Er},\ 4f^{11}:&\quad m=3,2,1,0, &
\sum\langle P_2\rangle&=-\tfrac13+0+\tfrac15+\tfrac4{15}=\tfrac2{15}.
\end{align}
In this state Dy is oblate, like a disc, and Er is prolate, like a cigar.

Now set $\mathbf n=\mathbf z$ in Eq.~\eqref{eq:WE}. The left side is $2\langle r^2\rangle\sum\langle P_2\rangle$. The bracket on the right is $3J^2-J(J+1)=J(2J-1)=105$. Hence
\begin{equation}
\alpha_{\rm Dy}=\frac{2(-1/3)}{105}=-\frac{2}{315},\qquad
\alpha_{\rm Er}=\frac{2(2/15)}{105}=+\frac{4}{1575}.
\end{equation}

\section{From shape to magnetic axis}

Q: What do three ligands do with that sign?

A: Let them sit at a common polar angle $\theta$, so that we can bend the molecule later. Define
\begin{equation}
A=\frac{Ze^2\langle r^2\rangle}{4\pi\varepsilon_0R^3},\qquad
H_2=\frac{\alpha A}{2}\sum_{i=1}^3\left[3(\mathbf J\cdot\mathbf n_i)^2-J(J+1)\right].
\label{eq:H2}
\end{equation}
For azimuths $120^\circ$ apart, $\sum\cos^2\phi_i=\sum\sin^2\phi_i=3/2$, while $\sum\cos\phi_i$, $\sum\sin\phi_i$ and $\sum\sin\phi_i\cos\phi_i$ vanish. Therefore
\begin{equation}
\sum_i(\mathbf J\cdot\mathbf n_i)^2
=\tfrac32\sin^2\theta\,(J_x^2+J_y^2)+3\cos^2\theta\,J_z^2 .
\end{equation}
Replace $J_x^2+J_y^2$ by $J(J+1)-J_z^2$ and $\sin^2\theta$ by $1-\cos^2\theta$. The sum in Eq.~\eqref{eq:H2} becomes
\begin{align}
&\tfrac92(3\cos^2\theta-1)J_z^2-\tfrac32(3\cos^2\theta-1)J(J+1)\nonumber\\
&\qquad=\tfrac32(3\cos^2\theta-1)\left[3J_z^2-J(J+1)\right],
\end{align}
and so
\begin{equation}
H_2=B_{20}\left[3J_z^2-J(J+1)\right],\qquad
B_{20}=\tfrac34\alpha A(3\cos^2\theta-1).
\label{eq:B20}
\end{equation}
At the equator, $B_{20}=-\frac34\alpha A$. It is negative for Er and positive for Dy. The energies are $E(M)=B_{20}[3M^2-J(J+1)]$, so the lowest doublet is $M=\pm15/2$ for Er and $M=\pm1/2$ for Dy.

Q: And what would a magnetometer see?

A: The Zeeman energy is $g_J\mu_B\mathbf B\cdot\mathbf J$, with $g_J=6/5$ for Er and $4/3$ for Dy. I describe each doublet as an effective spin one-half, whose splitting in a field is $g\mu_BB$.

For $M=\pm15/2$, a field along $z$ gives $g_z=2Jg_J=18$. A transverse field acts through $J_\pm$, which changes $M$ by one and cannot join states 15 units apart, so $g_\perp=0$. This is an easy axis.

For $M=\pm1/2$, $g_z=g_J=1.33$. The transverse matrix element is $\langle\frac12|J_x|{-\frac12}\rangle=\frac12(J+\frac12)$, so $g_\perp=(J+\frac12)g_J=8\times\frac43=10.67$. This is an easy plane.

Q: I picture the Dy disc lying flat among the ligands, which would be bad. How does it escape?

A: It gives up its axial moment. The cloud's quadrupole follows $3M^2-J(J+1)$, which is $105$ at $M=15/2$ and $-63$ at $M=1/2$. Between these states the shape is multiplied by $-0.6$. For Dy, $\sum\langle P_2\rangle$ changes from $-1/3$ to $+1/5$; for Er, from $+2/15$ to $-2/25$. In its ground state each ion therefore presents an elongated cloud along $z$, away from the ligands. Er does so with its largest axial moment and Dy with its smallest.

You can also tilt a full moment by an angle $\Theta$ from $z$. In such a state $\langle J_z^2\rangle=J^2\cos^2\Theta+\frac J2\sin^2\Theta$, because each component transverse to the moment has mean square $J/2$. Then
\begin{align}
E(\Theta)&=B_{20}\left[3J^2\cos^2\Theta+\tfrac{3J}{2}\sin^2\Theta-J^2-J\right]\nonumber\\
&=B_{20}\left(J^2-\tfrac J2\right)(3\cos^2\Theta-1)
=B_{20}J(2J-1)P_2(\cos\Theta).
\end{align}
The axis costs $\frac32\times105\,B_{20}=157.5\,B_{20}$ more than the plane: a gain for Er, a penalty for Dy.

\section{Numbers for one geometry}

Q: How large are these energies?

A: Give both ions the same round parameters: $R=0.22$ nm, $Z=1$ and $\langle r^2\rangle=0.7\,a_0^2$, where $a_0$ is the Bohr radius. Then $R=4.157\,a_0$, and with $e^2/(4\pi\varepsilon_0a_0)=27211$ meV,
\begin{equation}
A=27211\times\frac{0.7}{4.157^3}\ \text{meV}=265.1\ \text{meV}.
\end{equation}
Equation~\eqref{eq:B20} gives
\begin{align}
B_{20}^{\rm Er}&=-0.75\times0.002540\times265.1=-0.505\ \text{meV},\\
B_{20}^{\rm Dy}&=+0.75\times0.006349\times265.1=+1.262\ \text{meV}.
\end{align}
The first gap in Er is $(105-63)|B_{20}|=21.2$ meV, and in Dy it is $(63-57)B_{20}=7.6$ meV. Both ions feel the same ligand field. Dy has the larger $|B_{20}|$ but the smaller first gap, because its lowest levels are the closely spaced end of the $M^2$ ladder. Placing a full moment along the axis instead of in the plane changes the energy by $-79.5$ meV in Er and $+198.8$ meV in Dy.

Q: You dropped the fourth- and sixth-order terms. Do they spoil this?

A: Not here. I built the Hund multiplets numerically from all determinants of the $4f$ shell and diagonalized the ligand repulsion of ranks 2, 4 and 6 in the sixteen states, taking $\langle r^4\rangle=1.2\,a_0^4$ and $\langle r^6\rangle=4\,a_0^6$. The first gap becomes 19.2 meV (222 K) for Er and 8.1 meV (95 K) for Dy. To two decimals the ground $g$ values are unchanged.

Point charges may exaggerate rank 2, since outer electrons of the ion partly shield it. I therefore scaled rank 2 down in steps of 0.01, with ranks 4 and 6 held fixed. In the flat molecule the ground doublet keeps its main $M$ down to a scale of 0.11 for Er and 0.01 for Dy; with the ligands bent by $15^\circ$ the limits are 0.12 and 0.04. Those margins belong to these parameters; a ligand with relatively stronger high-rank terms would have less room. For example, rank 2 scaled to 0.4 together with a fourfold larger rank 4 already makes $M=\pm13/2$ the ground doublet of Er.

Q: What moments should I expect in a cold crystal with aligned molecules?

A: At 2 K, with a field of 1 T applied along the stated axis in each case, the all-rank model gives, per ion,
\begin{align}
\text{Er}:&\quad 8.96\,\mu_B\ \text{along }z,\quad 0.03\,\mu_B\ \text{along }x,\\
\text{Dy}:&\quad 0.15\,\mu_B\ \text{along }z,\quad 5.42\,\mu_B\ \text{along }x.
\end{align}
The Er value is nearly saturated at $g_z\mu_B/2=9\,\mu_B$. The Dy ground doublet alone is not saturated at this field and temperature and gives $5.05\,\mu_B$. The field also mixes in the $\pm3/2$ doublet, which adds about $0.37\,\mu_B$ and lifts the total above $g_\perp\mu_B/2=5.33\,\mu_B$.

\section{Is the sign of the Stevens factor really the cause?}

Q: The ions also differ in $g_J$ and in their higher-order terms. How do you isolate the sign?

A: Reverse the rank-2 term alone and leave everything else in each ion as it was. The ground values $(g_x,g_y,g_z)$ of Dy become $(0,0,20)$, and those of Er become $(9.60,9.60,1.19)$. The roles are exchanged.

The ligand position supplies the other sign. Put two charges on the $z$ axis at the same $R$. Each contributes $\frac12\alpha A[3J_z^2-J(J+1)]$, so $B_{20}=+\alpha A$, opposite to the equatorial case. With all ranks included, Dy now has $(0,0,20)$ and Er has $(9.60,9.60,1.20)$. Thus $\alpha$ does not label an ion as axial once and for all; as long as the field has at least threefold symmetry about $z$ and rank 2 dominates, the sign of the product of $\alpha$ and the geometry factor decides.

Q: Does the distinction survive at high temperature, when many doublets are populated?

A: Yes, and there the argument is independent of the higher ranks at leading order. Let $V=g_J\mu_BBJ_a$ for a field along $a$, let $H$ be the traceless ligand field, and let $\beta=1/k_BT$. Expand the partition function. The terms quadratic in $V$, up to $\beta^3$, are
\begin{equation}
\frac{\beta^2}{2}\left[{\rm Tr}\,V^2-\beta\,{\rm Tr}(HV^2)\right].
\end{equation}
The three orderings of $H$ and two factors of $V$ have equal traces, which turns the factor $1/6$ into $1/2$. Divide by $N=2J+1$ and take $\chi_{aa}=k_BT\,\partial^2\ln\mathcal Z/\partial B^2$, where $\mathcal Z$ is the partition function:
\begin{equation}
\chi_{aa}=\frac{(g_J\mu_B)^2\beta}{N}
\left[{\rm Tr}\,J_a^2-\beta\,{\rm Tr}(HJ_a^2)\right].
\end{equation}
In the difference between $z$ and $x$ the first traces cancel. Write $O=3J_z^2-J(J+1)$, so that $J_z^2-J_x^2=\frac12O-\frac12(J_x^2-J_y^2)$. The last part changes $M$ by two, which a threefold field does not do, so its trace with $H$ vanishes. Tensors of different rank have zero trace product, so only $B_{20}O$ remains. With $X=J(J+1)$, the averages $\overline{M^2}=X/3$ and $\overline{M^4}=X(3X-1)/15$ give
\begin{equation}
\frac{{\rm Tr}\,O^2}{N}=9\overline{M^4}-6X\overline{M^2}+X^2=\frac{X(4X-3)}5 ,
\end{equation}
and therefore
\begin{equation}
\chi_{zz}-\chi_{xx}=-\frac{(g_J\mu_B)^2B_{20}}{10(k_BT)^2}\,J(J+1)(2J-1)(2J+3).
\end{equation}
Negative $B_{20}$ favours $z$. Room temperature is not yet in this limit, because $k_BT=25.9$ meV is smaller than the total splittings of 85 meV for Er and 210 meV for Dy. The full calculation at 300 K gives $\chi_{zz}/\chi_{xx}=4.0$ for Er and $0.11$ for Dy, with the signs the limit predicts.

\section{Real molecules are not perfect triangles}

Q: My molecules are bent, and the three bonds need not be equal. What changes?

A: Bending by $15^\circ$ puts the ligands at $\theta=75^\circ$. Then $1-3\cos^2\theta=0.80$, so $B_{20}$ falls by 20\%. With all ranks, the first gap drops to 15.3 meV in Er and 6.4 meV in Dy, and the ground $g$ values hardly move. At $\theta=54.7^\circ$, where $3\cos^2\theta=1$, the rank-2 field vanishes and this argument has nothing to say.

Unequal bonds matter more, at least for Dy. Lengthen the bond along $x$ by 5\%. Its rank-2 contribution is divided by $1.05^3$, a loss of 13.6\%. From Eq.~\eqref{eq:H2}, the operator added for Dy is, apart from a constant,
\begin{equation}
-0.136\times\tfrac32\alpha A\,J_x^2=+0.34\ \text{meV}\times J_x^2 .
\end{equation}
The part $\frac14(J_+^2+J_-^2)$ of $J_x^2$ couples $M=-1/2$ to $M=3/2$ with strength $\frac14\times0.34\times8\times\sqrt{63}\approx5.4$ meV (5.46 meV without intermediate rounding). That is comparable with the gap between them, so the doublets mix strongly. The result is $(g_x,g_y,g_z)=(1.52,18.18,0.45)$. Dy then does have an easy axis, but it lies in the ligand plane, perpendicular to the long bond.

Q: So the claim is really about the threefold axis?

A: Yes. Three equal equatorial ligands give Dy an easy plane, and a modest distortion can select a direction within it. Er keeps $(0.000,0.000,17.998)$ under the same distortion. The corresponding coupling of $M=15/2$ to $11/2$ is about 0.7 meV, against a rank-2 separation of $78|B_{20}|=39$ meV.

Q: How close is all this to an actual precursor?

A: The distance and ligand charge are rough values for lanthanide tris(silylamides), whose molecules are commonly pyramidal in the crystal. The $15^\circ$ case is thus nearer to them than the flat one, and costs about a fifth of the gap. Covalency, ligand polarization and shielding are absent. The rank-2 energies scale directly with the effective field, so halving it would halve the 21.2 meV rank-2 gap of Er. I would trust the signs here more than the energies.

Higher $J$ levels are a smaller matter for the ground state. With rough spin--orbit constants of 240 meV for Dy and 300 meV for Er, the next level of the pure Hund term lies 360 and 750 meV up. Including all $J$ levels of the Hund term changes the flat-molecule gaps to 7.4 and 19.0 meV and preserves the easy plane and easy axis. These numbers leave out mixing with other $LS$ terms. In the full $4f^n$ configuration with typical free-ion Coulomb parameters, the next level rises to about 430 and 820 meV and the gaps become about 7.6 and 20.3 meV; the easy plane and easy axis remain.

Q: If my Er compound has this easy axis, will it hold its magnetization?

A: The axis helps, since reversal must connect $M=15/2$ to $M=-15/2$, but it does not settle the matter. Relaxation also depends on vibrations, on fields from neighbouring ions and nuclei, and on tunnelling, none of which is in this model. What the model explains is the preferred direction of the moment.
